# The Davis-Kahan sin theta theorem for Ritz subspaces: verification in Python

```python
"""Davis-Kahan sin(theta) theorem for Rayleigh-Ritz projection.

A: Hermitian matrix; X1, X2: orthonormal wanted and unwanted eigenvectors.
Q: orthonormal trial basis; H = Q^+ A Q, its eigenvalues are the Ritz values.
R = A Q - Q H: residual; Theta: principal angles between span Q and span X1.
Result under test: |sin Theta| <= |R| / gap, where gap separates the Ritz
values from the unwanted eigenvalues of A.
 - Frobenius norm: gap is the smallest distance, the sets may interleave.
 - Spectral and other unitarily invariant norms: one set lies in an interval
   and the other lies outside it at distance gap.
"""
import numpy as np
from scipy.linalg import subspace_angles

rng = np.random.default_rng(7)


def complex_noise(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


def ritz_data(A, Q):
    H = Q.conj().T @ A @ Q
    return H, np.linalg.eigvalsh(H), A @ Q - Q @ H


def smallest_distance(first, second):
    return np.min(np.abs(np.subtract.outer(first, second)))


def distance_outside_interval(points, interval_set):
    low, high = np.min(interval_set), np.max(interval_set)
    return np.min(np.maximum(np.maximum(low - points, points - high), 0.0))


def random_case(wanted, size=12):
    levels = np.arange(size) + 0.6 * rng.random(size)
    X = np.linalg.qr(complex_noise(size, size))[0]
    A = (X * levels) @ X.conj().T
    A = (A + A.conj().T) / 2
    unwanted = [j for j in range(size) if j not in wanted]
    X1, X2 = X[:, wanted], X[:, unwanted]
    strength = 10 ** rng.uniform(-3, -1)
    Q = np.linalg.qr(X1 + strength * complex_noise(size, len(wanted)))[0]
    return A, X1, X2, levels[unwanted], Q


# Angles, Sylvester equation and minimal residual on one random matrix
A, X1, X2, unwanted_levels, Q = random_case([1, 4, 8])
H, ritz, R = ritz_data(A, Q)
S = X2.conj().T @ Q
sines_from_S = np.linalg.svd(S, compute_uv=False)
sines_from_angles = np.sin(subspace_angles(X1, Q))
assert np.allclose(sines_from_S, sines_from_angles, atol=1e-10)
sylvester_error = np.linalg.norm(
    unwanted_levels[:, None] * S - S @ H - X2.conj().T @ R)
assert sylvester_error < 1e-11
best_K = np.linalg.lstsq(Q, A @ Q, rcond=None)[0]
assert np.allclose(best_K, H, atol=1e-10)
for _ in range(50):
    K = H + 0.1 * complex_noise(3, 3)
    assert np.linalg.norm(A @ Q - Q @ K, 2) >= np.linalg.norm(R, 2) - 1e-12
print("RANDOM HERMITIAN MATRICES (size 12)")
print(f"Sylvester equation, norm of error: {sylvester_error:.1e}")

# Bounds in the three geometries
geometries = {
    "interleaved": ([1, 4, 8], ["fro"]),
    "Ritz values in interval": ([4, 5, 6], [2, "nuc", "fro"]),
    "unwanted levels in interval": ([0, 1, 10, 11], [2, "nuc", "fro"]),
}
norm_names = {2: "spectral", "nuc": "trace", "fro": "Frobenius"}
trials = 400
print(f"random trials per geometry: {trials}")
for name, (wanted, norms) in geometries.items():
    largest = {norm: 0.0 for norm in norms}
    used = 0
    for _ in range(trials):
        A, X1, X2, unwanted_levels, Q = random_case(wanted)
        H, ritz, R = ritz_data(A, Q)
        if name == "interleaved":
            gap = smallest_distance(unwanted_levels, ritz)
        elif name == "Ritz values in interval":
            gap = distance_outside_interval(unwanted_levels, ritz)
        else:
            gap = distance_outside_interval(ritz, unwanted_levels)
        if gap < 1e-6:
            continue  # the theorem assumes a positive gap
        used += 1
        sine_matrix = np.diag(np.sin(subspace_angles(X1, Q)))
        for norm in norms:
            ratio = (gap * np.linalg.norm(sine_matrix, norm)
                     / np.linalg.norm(R, norm))
            assert ratio <= 1 + 1e-9
            largest[norm] = max(largest[norm], ratio)
    assert used > trials // 2
    text = ", ".join(f"{norm_names[q]} {v:.3f}" for q, v in largest.items())
    print(f"{name}: {used} used; largest gap*|sin|/|R|: {text}")

# Interleaved sets: the spectral-norm bound with constant 1 fails
coupling = 1e-3
ritz_block = np.diag([1.0, -3.0])
other_block = np.diag([3.0, -1.0])
root3 = np.sqrt(3.0)
G = coupling * np.array([[2 * root3, 6.0], [-6.0, 2 * root3]])
A = np.block([[ritz_block, G.T], [G, other_block]])
levels, X = np.linalg.eigh(A)
Q = np.eye(4)[:, :2]
H, ritz, R = ritz_data(A, Q)
gap = smallest_distance(levels[[1, 3]], ritz)
sines = np.sin(subspace_angles(X[:, [0, 2]], Q))
spectral_ratio = gap * sines.max() / np.linalg.norm(R, 2)
frobenius_ratio = gap * np.linalg.norm(sines) / np.linalg.norm(R)
assert spectral_ratio > 1.1
assert abs(spectral_ratio - 2 / root3) < 1e-4
assert spectral_ratio <= np.sqrt(2) and frobenius_ratio <= 1
print("COUNTEREXAMPLE, INTERLEAVED SETS (4x4, dimensionless)")
print(f"coupling scale: {coupling:.3f}; gap: {gap:.5f}")
print(f"|R| spectral: {np.linalg.norm(R, 2):.6f}; "
      f"largest sine: {sines.max():.6f}")
print(f"gap*|sin|/|R|: spectral {spectral_ratio:.5f}, "
      f"Frobenius {frobenius_ratio:.5f}; 2/sqrt(3) = {2 / root3:.5f}")

# Three levels: sharpness, and failure of a gap taken from Ritz values
tilt = 0.3
A = np.diag([0.0, 0.1, 10.0])
V = np.array([[np.cos(tilt), 0.0], [np.sin(tilt), 0.0], [0.0, 1.0]])
trial_ritz, C = np.linalg.eigh(V.T @ A @ V)
Q = V @ C[:, :1]
H, ritz, R = ritz_data(A, Q)
sine = np.sin(subspace_angles(np.eye(3)[:, :1], Q))[0]
true_bound = np.linalg.norm(R, 2) / (0.1 - ritz[0])
false_bound = np.linalg.norm(R, 2) / (trial_ritz[1] - trial_ritz[0])
assert abs(true_bound - np.tan(tilt)) < 1e-10
assert false_bound < sine <= true_bound
print("THREE LEVELS 0, 0.1, 10 (dimensionless)")
print(f"tilt: {tilt:.2f} rad; sine: {sine:.5f}; |R|: "
      f"{np.linalg.norm(R, 2):.6f}")
print(f"Ritz values: {trial_ritz[0]:.6f}, {trial_ritz[1]:.3f}")
print(f"bound with true gap: {true_bound:.5f}; "
      f"with gap from Ritz values: {false_bound:.6f}")


# Quartic oscillator in harmonic-oscillator functions
def quartic_oscillator(size, g):
    padded = size + 4  # padding makes the x^4 block free of truncation error
    off_diagonal = np.sqrt(np.arange(1, padded) / 2)
    x = np.diag(off_diagonal, 1) + np.diag(off_diagonal, -1)
    x4 = np.linalg.matrix_power(x, 4)[:size, :size]
    return np.diag(np.arange(size) + 0.5) + g * x4


g, basis_size, k = 0.05, 80, 3
A = quartic_oscillator(basis_size, g)
levels, X = np.linalg.eigh(A)
larger_levels = np.linalg.eigvalsh(quartic_oscillator(120, g))
basis_change = np.max(np.abs(levels[:4] - larger_levels[:4]))
assert basis_change < 1e-9
print("QUARTIC OSCILLATOR (mass 1, frequency 1, atomic units)")
print(f"g: {g:.2f} hartree/bohr^4; basis size: {basis_size}; wanted: {k}")
print("lowest four levels (hartree): "
      + ", ".join(f"{e:.6f}" for e in levels[:4]))
print(f"their change in a basis of 120 is below 1e-9 hartree: "
      f"{basis_change < 1e-9}")
print("m | theta_3 | true gap | Ritz gap | |R| (all hartree) | bound | sine")
for m in (6, 8, 10, 12, 16, 20):
    trial_ritz, C = np.linalg.eigh(A[:m, :m])
    Q = np.zeros((basis_size, k))
    Q[:m] = C[:, :k]
    H, ritz, R = ritz_data(A, Q)
    assert np.linalg.norm(R[:m]) < 1e-10
    assert np.all(trial_ritz[:k + 1] >= levels[:k + 1] - 1e-10)
    gap = levels[k] - ritz[-1]
    ritz_gap = trial_ritz[k] - trial_ritz[k - 1]
    assert gap > 0 and ritz_gap >= gap - 1e-10
    sines = np.sin(subspace_angles(X[:, :k], Q))
    residual = np.linalg.norm(R, 2)
    bound = residual / gap
    assert sines.max() <= bound + 1e-10
    assert np.linalg.norm(sines) <= np.linalg.norm(R) / gap + 1e-10
    print(f"{m:2d} | {ritz[-1]:.6f} | {gap:.6f} | {ritz_gap:.6f} | "
          f"{residual:.6f} | {bound:.6f} | {sines.max():.6f}")
    if m == 6:
        small_case = (sines, np.linalg.norm(R), np.linalg.norm(R) / gap)
sines, residual_fro, bound_fro = small_case
print("m = 6, three sines: " + ", ".join(f"{s:.6f}" for s in sines))
print(f"m = 6, Frobenius: |R| {residual_fro:.6f} hartree, "
      f"bound {bound_fro:.6f}, |sin| {np.linalg.norm(sines):.6f}")

print("every check passed")
```

Output:

```
RANDOM HERMITIAN MATRICES (size 12)
Sylvester equation, norm of error: 3.2e-15
random trials per geometry: 400
interleaved: 400 used; largest gap*|sin|/|R|: Frobenius 0.240
Ritz values in interval: 400 used; largest gap*|sin|/|R|: spectral 0.395, trace 0.375, Frobenius 0.373
unwanted levels in interval: 398 used; largest gap*|sin|/|R|: spectral 0.284, trace 0.268, Frobenius 0.269
COUNTEREXAMPLE, INTERLEAVED SETS (4x4, dimensionless)
coupling scale: 0.001; gap: 1.99999
|R| spectral: 0.006928; largest sine: 0.004000
gap*|sin|/|R|: spectral 1.15468, Frobenius 0.81649; 2/sqrt(3) = 1.15470
THREE LEVELS 0, 0.1, 10 (dimensionless)
tilt: 0.30 rad; sine: 0.29552; |R|: 0.028232
Ritz values: 0.008733, 10.000
bound with true gap: 0.30934; with gap from Ritz values: 0.002826
QUARTIC OSCILLATOR (mass 1, frequency 1, atomic units)
g: 0.05 hartree/bohr^4; basis size: 80; wanted: 3
lowest four levels (hartree): 0.532643, 1.653436, 2.873980, 4.176339
their change in a basis of 120 is below 1e-9 hartree: True
m | theta_3 | true gap | Ritz gap | |R| (all hartree) | bound | sine
 6 | 2.875095 | 1.301244 | 1.310024 | 0.110427 | 0.084863 | 0.011299
 8 | 2.874657 | 1.301682 | 1.302589 | 0.075367 | 0.057900 | 0.009780
10 | 2.874089 | 1.302250 | 1.302648 | 0.040159 | 0.030838 | 0.003154
12 | 2.873982 | 1.302357 | 1.302386 | 0.008323 | 0.006390 | 0.000365
16 | 2.873980 | 1.302359 | 1.302360 | 0.002089 | 0.001604 | 0.000090
20 | 2.873980 | 1.302359 | 1.302359 | 0.000095 | 0.000073 | 0.000003
m = 6, three sines: 0.011299, 0.005954, 0.002102
m = 6, Frobenius: |R| 0.121686 hartree, bound 0.093515, |sin| 0.012944
every check passed
```
